\section*{The Kirkwood–Fröhlich Equation and the Boundary Dependence of Dipole Sums, part 2}

How do the correlations around one dipole in a polar medium add up with distance, and how do the surroundings of a finite sample change the sum? The medium is classical, isotropic or cubic, and not ferroelectric, in a weak static field. SI units are used; $k$ is Boltzmann's constant and $T$ the temperature. Permanent point dipoles $\boldsymbol\mu_j$ lie in an electronic continuum. Those in a sphere have total moment $\mathbf M_d$ and polarization $\mathbf P_d$, with $P_d=\varepsilon_0(\varepsilon-\varepsilon_\infty)E$ in the macroscopic field $E$. The field with all permanent dipoles removed is $E_c$. The orientational correlation factor is
\begin{equation}
g=\frac{1}{\mu_d^2}\sum_j\langle\boldsymbol\mu_1\cdot\boldsymbol\mu_j\rangle=1+\sum_{j\ne1}\langle\cos\gamma_{1j}\rangle,\label{gdef}
\end{equation}
summed over a large sphere deep inside an unbounded sample; $\gamma_{1j}$ is the angle between the dipoles, and the second form holds for fixed lengths. The Kirkwood–Fröhlich equation is
\begin{equation}
\boxed{\;\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon(\varepsilon_\infty+2)^2}=\frac{\rho\mu^2g}{9\varepsilon_0kT}\;}\label{kf}
\end{equation}

A source $m$ at the centre of a sphere of radius $b$ and permittivity $\varepsilon_i$, in a medium of permittivity $\varepsilon_o$, has the potentials
\begin{equation}
\phi_{\rm in}=\frac{\cos\theta}{4\pi\varepsilon_0}\Big(\frac{m}{\varepsilon_ir^2}+\frac{cr}{b^3}\Big),\qquad
\phi_{\rm out}=\frac{\cos\theta}{4\pi\varepsilon_0}\frac{w}{r^2},
\end{equation}
where
\begin{equation}
c=\frac{2m(\varepsilon_i-\varepsilon_o)}{\varepsilon_i(2\varepsilon_o+\varepsilon_i)},\qquad
w=\frac{m}{\varepsilon_i}+c=\frac{3m}{2\varepsilon_o+\varepsilon_i}.\label{centre}
\end{equation}

The numerical example is a simple cubic lattice whose sites carry a polarizability and a permanent dipole $\mathbf m_i$, all variables being Gaussian. The energy contains $\frac{s}{2}m_i^2$ per site, with $s$ chosen so that $\langle m_i^2\rangle=\mu^2$. The parameters are $a=0.40$~nm (lattice constant), $\rho=a^{-3}$, $T=300$~K, $\mu=1.00$~D and $\varepsilon_\infty=1.80$, with $\mu^2/(4\pi\varepsilon_0a^3kT)=0.3772$. The long-wave response gives $\varepsilon=5.657$. The real-space sum to $10a$, from $24^3$ wave vectors, gives $g=1.172$, and the two sides of Eq.~\eqref{kf} then differ by 0.3\%. The finest grid gives 1.176, so the value 1.172 used below is low by about 0.003.

\section{The dipolar tail and the distance-resolved sum}

The medium has number density $\rho$, permittivity $\varepsilon$ and electronic permittivity $\varepsilon_\infty$. Its permanent dipoles have moment $\mu_d=(\varepsilon_\infty+2)\mu/3$ inside the electronic continuum, where $\mu$ is the gas-phase moment. A sphere of radius $R$ with $N$ dipoles is surrounded by a continuum $\varepsilon'$. With
\begin{equation}
S=\frac{\rho\mu_d^2}{3\varepsilon_0kT},
\end{equation}
the first half gave, for the whole sphere and for the bulk,
\begin{equation}
\frac{\langle M_d^2\rangle_{\varepsilon'}}{N\mu_d^2}=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon'+\varepsilon_\infty)}{(2\varepsilon'+\varepsilon)S},\qquad
g=\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{3\varepsilon S}.\label{two}
\end{equation}
The second relation is the Kirkwood--Fröhlich equation. It rested on the claim that the correlations summed in $g$ are short-ranged when $\varepsilon'=\varepsilon$. The quantity that shows how a sum builds up is
\begin{equation}
G(r)=\frac{1}{\mu_d^2}\sum_{r_{1j}\le r}\langle\boldsymbol\mu_1\cdot\boldsymbol\mu_j\rangle,\label{Gdef}
\end{equation}
with dipole 1 at the centre of the sphere.

Hold dipole 1 in the direction $\mathbf n$ and let everything else come to equilibrium. Far away in an unbounded medium, the mean potential is that of some effective source $\mathbf m^*=m^*\mathbf n$,
\begin{equation}
\phi(\mathbf r)=\frac{\mathbf m^*\cdot\mathbf r}{4\pi\varepsilon_0\varepsilon r^3}.
\end{equation}
The source $m^*$ in general differs from $\mu_d$, even when $g=1$, because the medium close to dipole 1 does not respond as a continuum. It can be found without knowing the arrangement of the near neighbours. A distant charge $Q$ at $\mathbf r$ has the interaction free energy $Q\phi(\mathbf r)$ with the held dipole. The macroscopic field of that charge at the dipole is $\mathbf E=-Q\mathbf r/(4\pi\varepsilon_0\varepsilon r^3)$, so the same free energy is $-\mathbf m^*\cdot\mathbf E$. Now release dipole 1. To first order in the field, and with $\langle n_z^2\rangle=1/3$, its mean moment is $\mu_dm^*E/(3kT)$. But dipole 1 is like every other dipole, so this must equal $P_d/\rho=\varepsilon_0(\varepsilon-\varepsilon_\infty)E/\rho$. Hence
\begin{equation}
m^*=\frac{3kT\varepsilon_0(\varepsilon-\varepsilon_\infty)}{\rho\mu_d}=\mu_d\,\frac{\varepsilon-\varepsilon_\infty}{S}.\label{mstar}
\end{equation}

The field of this source polarizes the distant medium. A dipole at $\mathbf r$ has the mean moment $\varepsilon_0(\varepsilon-\varepsilon_\infty)\mathbf E(\mathbf r)/\rho$, where
\begin{equation}
\mathbf E(\mathbf r)=\frac{m^*}{4\pi\varepsilon_0\varepsilon r^3}\big[3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf n)-\mathbf n\big].
\end{equation}
Multiply by $\mu_dn_a$ and average over the directions of $\mathbf n$, using $\langle n_an_b\rangle=\delta_{ab}/3$. Since $\mu_dm^*/3=kT\varepsilon_0(\varepsilon-\varepsilon_\infty)/\rho$, the correlation at long distance is
\begin{equation}
\langle\mu_{1a}\mu_{2b}\rangle\simeq kT\Big[\frac{\varepsilon_0(\varepsilon-\varepsilon_\infty)}{\rho}\Big]^2\frac{3\hat r_a\hat r_b-\delta_{ab}}{4\pi\varepsilon_0\varepsilon r^3}.\label{tail}
\end{equation}
This is the long-range dipolar tail. Two dipoles lying along their connecting line tend to be parallel, and two dipoles perpendicular to it tend to be antiparallel with half the strength. There are two perpendicular directions, so the scalar product averages to zero: the trace of $3\hat r_a\hat r_b-\delta_{ab}$ is $3-3=0$. The cancellation occurs at each point and does not rely on summing over a shell. In an unbounded medium the $r^{-3}$ tail therefore contributes nothing to $G(r)$. What remains need not decay exponentially. On the cubic lattice the scalar product falls as about $r^{-5}$, with a sign that depends on direction. This is fast enough for the sum to reach a plateau.

The same structure can be seen in wave-vector space. Let $C_T$ and $C_L$ be the long-wave limits of the summed correlations $\sum_je^{i\mathbf k\cdot\mathbf r_{1j}}\langle\mu_{1a}\mu_{ja}\rangle$ for components perpendicular and parallel to $\mathbf k$. Linear response makes $\rho C/kT$ the ratio of $P_d$ to the field $E_c$ that would be present without the permanent dipoles. A transverse polarization wave has no bound charge and creates no electrostatic field, so $E_c=E$, and
\begin{equation}
\frac{\rho C_T}{kT}=\varepsilon_0(\varepsilon-\varepsilon_\infty).
\end{equation}
For a longitudinal wave the external charges fix the displacement $D$. Then $E=D/(\varepsilon_0\varepsilon)$, while $E_c=D/(\varepsilon_0\varepsilon_\infty)$, so that $E=E_c\varepsilon_\infty/\varepsilon$ and
\begin{equation}
\frac{\rho C_L}{kT}=\varepsilon_0(\varepsilon-\varepsilon_\infty)\frac{\varepsilon_\infty}{\varepsilon}.
\end{equation}
The two limits differ, and so a single component of the correlation tensor has a long-wave limit that depends on the direction of $\mathbf k$. This dependence is the tail of Eq.~\eqref{tail} in another form. The trace has no such dependence:
\begin{equation}
2C_T+C_L=\frac{kT\varepsilon_0}{\rho}\,\frac{(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)}{\varepsilon}.
\end{equation}
Set equal to $\mu_d^2g$ and divided by $3kT\varepsilon_0/\rho$, this gives $gS=(\varepsilon-\varepsilon_\infty)(2\varepsilon+\varepsilon_\infty)/(3\varepsilon)$. That is the second relation of Eq.~\eqref{two}, now obtained without a sphere or a boundary. For the lattice of the first half, the trace was computed from Ewald sums in three directions of $\mathbf k$. Each agreed with the Kirkwood--Fröhlich value within the test's relative tolerance of about $10^{-4}$. The larger difference of 0.3\% found there thus belongs to the real-space sum, whose accuracy is limited mainly by the finite grid: with $48^3$ wave vectors instead of $24^3$ the difference falls to 0.03\%.

Now let the medium end at radius $R$. The field of $m^*$ reaches the surface, and the surroundings respond differently from the missing medium. This is the problem of a central source in a dielectric sphere, Eq.~\eqref{centre}, with $\varepsilon_i=\varepsilon$, $\varepsilon_o=\varepsilon'$, $m=m^*$ and $b=R$. The potential inside gains the term $cr\cos\theta/(4\pi\varepsilon_0R^3)$, which is a uniform field $-c/(4\pi\varepsilon_0R^3)$ along $\mathbf n$:
\begin{equation}
E_R=\frac{2(\varepsilon'-\varepsilon)}{\varepsilon(2\varepsilon'+\varepsilon)}\,\frac{m^*}{4\pi\varepsilon_0R^3}.\label{ER}
\end{equation}
Unlike the tail, a uniform field aligns all dipoles with $\mathbf n$, or all against it. It produces the permanent polarization $\varepsilon_0(\varepsilon-\varepsilon_\infty)E_R$. Within a radius $r$ the added moment is
\begin{equation}
\frac{4\pi r^3}{3}\varepsilon_0(\varepsilon-\varepsilon_\infty)E_R=\frac{2(\varepsilon-\varepsilon_\infty)(\varepsilon'-\varepsilon)}{3\varepsilon(2\varepsilon'+\varepsilon)}\,m^*\Big(\frac rR\Big)^3 .
\end{equation}
Dividing by $\mu_d$ and inserting Eq.~\eqref{mstar}, we obtain, for $r$ beyond the range of the local correlations,
\begin{equation}
\boxed{\;G(r)=g+\Delta\Big(\frac rR\Big)^3,\qquad
\Delta=\frac{2(\varepsilon-\varepsilon_\infty)^2(\varepsilon'-\varepsilon)}{3\varepsilon(2\varepsilon'+\varepsilon)S}\;}\label{main}
\end{equation}
The plateau value $g$ is a property of the material. The cubic term is a property of the sample and its surroundings. The tail does not enter the sum of cosines directly; it carries the influence of dipole 1 to the surface, and the response of the surface returns as a uniform correlation of size $\Delta/N$ per pair.

At $r=R$ this result must agree with the first relation of Eq.~\eqref{two}. That relation averages over all dipoles in the sphere, whereas Eq.~\eqref{main} holds for the central one. The difference does not matter in the continuum limit: by linear response $\langle\mu_{1z}M_{dz}\rangle/kT$ is the mean moment of dipole 1 per unit of $E_c$, and a homogeneous sphere in a uniform applied field is uniformly polarized. Subtracting the two relations of Eq.~\eqref{two} leaves the factor
\begin{equation}
\frac{2\varepsilon'+\varepsilon_\infty}{2\varepsilon'+\varepsilon}-\frac{2\varepsilon+\varepsilon_\infty}{3\varepsilon}
=\frac{3\varepsilon(2\varepsilon'+\varepsilon_\infty)-(2\varepsilon+\varepsilon_\infty)(2\varepsilon'+\varepsilon)}{3\varepsilon(2\varepsilon'+\varepsilon)} .
\end{equation}
The numerator is $6\varepsilon\varepsilon'+3\varepsilon\varepsilon_\infty-4\varepsilon\varepsilon'-2\varepsilon^2-2\varepsilon'\varepsilon_\infty-\varepsilon\varepsilon_\infty$. Collecting terms gives
\begin{equation}
2\varepsilon\varepsilon'-2\varepsilon^2-2\varepsilon'\varepsilon_\infty+2\varepsilon\varepsilon_\infty=2(\varepsilon-\varepsilon_\infty)(\varepsilon'-\varepsilon).
\end{equation}
Multiplied by $(\varepsilon-\varepsilon_\infty)/S$, the factor is $\Delta$. The fluctuation formula and the field of a single held dipole lead to the same boundary term.

Its sign is that of $\varepsilon'-\varepsilon$. Surroundings that polarize more readily than the medium strengthen the alignment; surroundings that polarize less readily weaken it. For matched surroundings $\Delta=0$, which justifies the identification of $g$ made in the first half. For a conductor and for vacuum,
\begin{equation}
\Delta_{\rm cond}=\frac{(\varepsilon-\varepsilon_\infty)^2}{3\varepsilon S},\qquad
\Delta_{\rm vac}=-\frac{2(\varepsilon-\varepsilon_\infty)^2(\varepsilon-1)}{3\varepsilon(\varepsilon+2)S}.
\end{equation}
When $\varepsilon\gg\varepsilon_\infty$, Eq.~\eqref{two} gives $g\simeq2\varepsilon/(3S)$, while $\Delta_{\rm cond}\simeq\varepsilon/(3S)$. The whole sum in a conductor then tends to $3g/2$. In vacuum the whole sum tends instead to $(2+\varepsilon_\infty)/S$, which no longer contains $\varepsilon$. Fluctuations of a strongly polar sphere in vacuum are therefore a poor source for its permittivity: a small error in them becomes a large error in $\varepsilon$.

The lattice of the first half has $\varepsilon=5.657$, $\varepsilon_\infty=1.80$ and $S=2.535$. The formulas give
\begin{align}
\Delta_{\rm cond}&=\frac{(3.857)^2}{3\times5.657\times2.535}=0.346,\\
\Delta_{\rm vac}&=-\frac{2\times(3.857)^2\times4.657}{3\times5.657\times7.657\times2.535}=-0.421 .
\end{align}
For comparison, a ball of $N=15\,515$ sites with radius $15.5a$ was solved with the dipole interactions summed directly. The constant $s$ kept its value from the unbounded lattice, so the mean square length is close to $\mu^2$ deep inside the ball but is not held at that value near the surface. The surroundings entered through the uniform part of their reaction field. Because a lattice ball is not a smooth sphere, $(r/R)^3$ was replaced by the fraction of sites within $r$. The solved sums, with the values of Eq.~\eqref{main} in brackets, are as follows.
\begin{center}
\begin{tabular}{lccc}
$r/a$ & vacuum & matched & conductor\\
6.0 & 1.151 (1.147) & 1.177 (1.172) & 1.199 (1.193)\\
10.0 & 1.061 (1.059) & 1.179 (1.172) & 1.277 (1.265)\\
13.0 & 0.924 (0.924) & 1.183 (1.172) & 1.400 (1.377)\\
15.5 & 0.764 (0.752) & 1.199 (1.172) & 1.561 (1.518)
\end{tabular}
\end{center}
At $6a$ the three columns lie within 0.05 of one another. At the surface the conductor value is twice the vacuum value, although the boundary term per pair is no larger than about $3\times10^{-5}$ in magnitude. The test allowed a deviation of 0.08 from the formula, somewhat more than the ratio of lattice constant to radius, $1/15.5=0.065$. The largest deviation is 0.043, for the whole ball in the conductor; 0.003 of it comes from the low value $g=1.172$ used in the brackets. The matched sum is not perfectly flat but rises by 0.02 between $6a$ and the surface. The continuum formula does not contain this rise, and its cause was not examined.

The tail itself was tested through its angular form. In units of $4\pi\varepsilon_0a^3kT$, and for the bare lattice dipoles, Eq.~\eqref{tail} must be divided by $[(\varepsilon_\infty+2)/3]^2=1.267^2$. With $\rho=a^{-3}$ and $r$ in units of $a$, the coefficient of $(3\hat r_a\hat r_b-\delta_{ab})/r^3$ is
\begin{equation}
\Big(\frac{3.857}{4\pi}\Big)^2\frac{1}{5.657\times1.267^2}=0.0104 .
\end{equation}
The $zz$ correlations in the matched ball between $7a$ and $11a$, projected on $3\cos^2\theta-1$, gave 0.0105. Averaged over this shell, the tail thus has its predicted strength to within 1\%, in the same ball whose sum of cosines is nearly flat. The average does not test single pairs, for which the lattice structure can still matter at these distances.

What follows for the use of computed correlations can be read from the whole-ball sums. These are sums around the central dipole. At this size the averages over all dipoles, which Eq.~\eqref{two} strictly requires, are slightly smaller: 1.548 in the conductor and 0.759 in vacuum. If the conductor value 1.561 is taken for $g$ in the Kirkwood--Fröhlich equation, the result is $\varepsilon=7.07$; the vacuum value 0.764 gives $\varepsilon=4.19$. The response value is 5.66, so the errors relative to it are $+25\%$ and $-26\%$. The same sums give consistent answers when each is used with its own boundary condition in Eq.~\eqref{two}. For the conductor,
\begin{equation}
\varepsilon=\varepsilon_\infty+S\,G(R)=1.80+2.535\times1.561=5.76 .
\end{equation}
For vacuum, $S\,G(R)=1.937$, and $3.80(\varepsilon-1.80)=1.937(\varepsilon+2)$ gives
\begin{equation}
\varepsilon=\frac{6.84+3.874}{3.80-1.937}=5.75 .
\end{equation}
Both lie within 2\% of the response value. A second way is to read $g$ from the plateau, at distances beyond the local correlations but with $|\Delta|(r/R)^3\ll g$, or to subtract the cubic term with a self-consistent $\varepsilon$.

Such a window exists if the range $\xi$ of the local correlations is much smaller than $R$. Near a ferroelectric transition $\xi$ grows, the window closes, and the separation of $G(r)$ into a bulk and a boundary part is lost for a sample of given size. The derivation also fails in fields strong enough to saturate the orientation, and at temperatures so low that the orientational motion is no longer classical. In a crystal of lower than cubic symmetry, $\varepsilon$ becomes a tensor, the three components of $\mathbf M_d$ need not fluctuate equally, and a single number $g$ no longer determines the response. The numerical values behind the comparisons are listed in the output that follows.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant: 0.40 nm
temperature: 300 K
gas-phase dipole mu: 1.00 D
eps_inf chosen: 1.80 (dimensionless)
site density rho: 1.5625e+28 m^-3
mu^2/(4 pi eps0 a^3 kT): 0.3772 (dimensionless)
dipole in continuum mu_d: 1.2667 D
S = rho mu_d^2/(3 eps0 kT): 2.5353 (dimensionless)
eps from transverse response: 5.6573 (dimensionless)
eps from longitudinal response: 5.6573 (dimensionless)
unbounded lattice, G(r = 0 a): 1.0000 (dimensionless)
unbounded lattice, G(r = 1 a): 1.2556 (dimensionless)
unbounded lattice, G(r = 2 a): 1.2534 (dimensionless)
unbounded lattice, G(r = 3 a): 1.2068 (dimensionless)
unbounded lattice, G(r = 4 a): 1.1901 (dimensionless)
unbounded lattice, G(r = 6 a): 1.1753 (dimensionless)
unbounded lattice, G(r = 8 a): 1.1739 (dimensionless)
unbounded lattice, G(r = 10 a): 1.1724 (dimensionless)
g used (sum to 10 a): 1.1724 (dimensionless)
Kirkwood-Froehlich left side: 0.61924 (dimensionless)
Kirkwood-Froehlich right side: 0.61756 (dimensionless)
eps from equation with g: 5.646 (dimensionless)
eps from equation with g = 1: 5.025 (dimensionless)
ball radius: 15.5 a; sites N: 15515
vacuum: Delta = -0.4206, Delta/N = -2.71e-05 (dimensionless)
  vacuum, r = 6.0 a: G solved 1.1506, G formula 1.1474
  vacuum, r = 10.0 a: G solved 1.0609, G formula 1.0594
  vacuum, r = 13.0 a: G solved 0.9236, G formula 0.9238
  vacuum, r = 15.5 a: G solved 0.7641, G formula 0.7518
matched: Delta = 0.0000, Delta/N = 0.00e+00 (dimensionless)
  matched, r = 6.0 a: G solved 1.1768, G formula 1.1724
  matched, r = 10.0 a: G solved 1.1789, G formula 1.1724
  matched, r = 13.0 a: G solved 1.1833, G formula 1.1724
  matched, r = 15.5 a: G solved 1.1990, G formula 1.1724
conductor: Delta = 0.3458, Delta/N = 2.23e-05 (dimensionless)
  conductor, r = 6.0 a: G solved 1.1986, G formula 1.1931
  conductor, r = 10.0 a: G solved 1.2772, G formula 1.2654
  conductor, r = 13.0 a: G solved 1.3995, G formula 1.3768
  conductor, r = 15.5 a: G solved 1.5611, G formula 1.5182
tail coefficient solved: 0.01046 (units 4 pi eps0 a^3 kT)
tail coefficient formula: 0.01038 (units 4 pi eps0 a^3 kT)
wrong eps, whole vacuum sum taken as g: 4.192 (dimensionless)
wrong eps, whole conductor sum taken as g: 7.066 (dimensionless)
\end{verbatim}
